# Cubic warping of the 1S3/2 and 2P5/2 acceptor levels

Q: Before any claim about warping, which Hamiltonian do you use, and which way does energy count?

A: A hole in the fourfold valence-band top of a diamond-type crystal, bound to a negative point charge. I count hole energy upward, so a bound level is negative. I assume no strain and a distant split-off band. In Hartree atomic units, with $J$ a spin of $3/2$ and dielectric constant $\varepsilon$,

$$H=\tfrac{\gamma_1}{2}p^2+\gamma_2G_2+\gamma_3G_3-\frac1{\varepsilon r},$$

$$G_2=\tfrac54p^2-\sum_ip_i^2J_i^2,\qquad G_3=-\sum_{i<j}p_ip_j(J_iJ_j+J_jJ_i).$$

Take lengths in units $a^*=\varepsilon\gamma_1a_0$. The kinetic energy then carries $\gamma_1/(\varepsilon\gamma_1)^2$ and the Coulomb energy $1/(\varepsilon\cdot\varepsilon\gamma_1)$, which are the same factor. The energy unit is therefore $E^*=E_h/(\varepsilon^2\gamma_1)$.

Q: If $\gamma_2=\gamma_3$ the model is spherical. So the warping is the $\gamma_3-\gamma_2$ part. Why not keep $\gamma_2$ as the spherical coefficient and call the rest warping?

A: Because that rest, $(\gamma_3-\gamma_2)G_3$, still contains a spherical piece. To remove it, use the traceless tensors

$$P_{ij}=p_ip_j-\tfrac13\delta_{ij}p^2,\qquad S_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij}.$$

The $5/4$ is one third of $J^2=15/4$. Since $\sum_iS_{ii}=0$, the trace part of $P$ drops out, and

$$G_2=-\sum_iP_{ii}S_{ii},\qquad G_3=-\sum_{i\ne j}P_{ij}S_{ij}.$$

The sum $G_2+G_3=-\sum_{ij}P_{ij}S_{ij}$ is a full contraction, hence a scalar under $F=L+J$. Set

$$\Delta=\gamma_3-\gamma_2,\qquad\bar\gamma=\tfrac15(2\gamma_2+3\gamma_3),$$

so that $\gamma_2=\bar\gamma-\tfrac35\Delta$ and $\gamma_3=\bar\gamma+\tfrac25\Delta$. Then

$$\gamma_2G_2+\gamma_3G_3=\bar\gamma(G_2+G_3)+\Delta W,\qquad W=-\tfrac35G_2+\tfrac25G_3.$$

In scaled units, with $\mu=2\bar\gamma/\gamma_1$ and $\delta=\Delta/\gamma_1$,

$$H=\tfrac12p^2-\tfrac1r+\tfrac\mu2(G_2+G_3)+\delta W.$$

Q: You have chosen weights $2/5$ and $3/5$. What shows that $W$ has no spherical piece left?

A: Insert the tensor forms: $W=\sum_iP_{ii}S_{ii}-\tfrac25\sum_{ij}P_{ij}S_{ij}$. This equals $\sum c_{ijkl}P_{ij}S_{kl}$ with

$$c_{ijkl}=\sum_n\delta_{in}\delta_{jn}\delta_{kn}\delta_{ln}-\tfrac15(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

The $\delta_{ij}\delta_{kl}$ term gives zero because $P$ is traceless; the other two each give $\sum P_{ij}S_{ij}$. Now $c$ is symmetric in all indices, and its trace over $i=j$ is $\delta_{kl}-\tfrac15(3+2)\delta_{kl}=0$. It therefore selects the fully symmetric, traceless part of $P_{ij}S_{kl}$, which is a tensor of rank 4. So $W$ is purely of rank 4 under rotations generated by $F$.

Q: The acceptor ground state is not a pure $s$ state. It has a $d$ part, and a $d$ function surely feels a cubic distortion.

A: The $d$ part is present: $F=3/2$ with even parity allows $L=0$ and $L=2$. First-order degenerate perturbation theory needs the $4\times4$ matrix of $W$ in the whole quartet. Operators on a four-dimensional space have 16 components. For $F=3/2$ they sort into ranks 0, 1, 2, 3, with $1+3+5+7=16$, so no room is left for rank 4. Every element of $W$ within the quartet vanishes, whatever the radial functions. The $s$–$d$ and $d$–$d$ contributions vanish separately, since each is also a rank-4 matrix between multiplets with $F=3/2$.

Q: So the level does not move when I change $\gamma_3$?

A: It does not move at first order in $\Delta$ at fixed $\bar\gamma$. At fixed $\gamma_2$ it does, because

$$G_3=\tfrac35(G_2+G_3)+W,$$

and the scalar part has an expectation value. Let $Q=(G_2+G_3)/p^2=\tfrac54-(\hat p\cdot J)^2$. Averaged over directions, $(\hat p\cdot J)^2$ gives $J^2/3=5/4$, so $Q$ has no diagonal element in the $L=0$ channel. I show below that $Q^2=1$; hence $Q$ takes the $L=0$ spinor into the $L=2$ spinor with a factor of modulus one, which I choose as $-1$. Applying $Q$ again must restore the $L=0$ spinor, so $Q$ has no diagonal element in the $L=2$ channel either. With $f_L(p)$ the real radial functions in momentum space and

$$K_{LL'}=\int_0^\infty f_Lf_{L'}\,p^4\,dp,$$

the slope with respect to $\gamma_3/\gamma_1$ at fixed $\gamma_2$ and $\gamma_1$ is $\tfrac35(-2K_{02})$. This is not zero once $\bar\gamma\ne0$ mixes a $d$ part into the level.

Q: And beyond first order, could the quartet split?

A: Not within this Hamiltonian, as long as the level remains isolated. Any effective operator on it is invariant under time reversal, which leaves ranks 0 and 2, and under the cubic rotations. A symmetric traceless second-rank tensor with cubic invariance is zero. What survives is a multiple of the unit matrix. The quartet may shift, and the second-order shift of a ground level cannot be upward.

Q: Then take $F=5/2$. Rank 4 is allowed there, but allowed does not tell me the pattern. Why not three doublets?

A: Within one $F=5/2$ multiplet all rank-4 tensors are proportional, by the Wigner–Eckart theorem. I may replace $W$ by the same contraction built from $F$:

$$W\to\kappa\Big(\sum_nF_n^4-\text{const}\Big),$$

where the constant makes the trace zero. Let $a$ be the diagonal element at $M=5/2$. Since

$$F_x^2|\tfrac52\rangle=\tfrac14\big(5|\tfrac52\rangle+\sqrt{40}\,|\tfrac12\rangle\big),$$

the expectation value of $F_x^4$ is $(25+40)/16=65/16$, and the same holds for $F_y^4$. With $F_z^4=625/16$ the sum is $755/16$. Its average over the six states is three times that of $F_z^4$, namely $3(625+81+1)/(3\cdot16)=707/16$. Thus $a=\kappa(755-707)/16=3\kappa$.

The other diagonal elements follow from orthogonality. The diagonal part of a rank-4 tensor is trace-orthogonal to those of ranks 1, 3 and 5, which span all odd functions of $M$, so it is even in $M$. It is also orthogonal to $1$ and $M^2$. For values $a,y,z$ at $|M|=\tfrac52,\tfrac32,\tfrac12$,

$$a+y+z=0,\qquad25a+9y+z=0.$$

Subtraction gives $24a+8y=0$, so $y=-3a$ and $z=2a$.

The fourfold axis along $z$ permits just one further kind of element, with $M$ changed by 4. In $F_x^4+F_y^4$ the coefficient of $F_+^4$ is $\tfrac1{16}+\tfrac1{16}=\tfrac18$. The four raising steps from $-\tfrac32$ to $\tfrac52$ give $\sqrt8\cdot3\cdot\sqrt8\cdot\sqrt5=24\sqrt5$. The element is $3\sqrt5\,\kappa=\sqrt5\,a$. The pair $(\tfrac52,-\tfrac32)$ has the block

$$\begin{pmatrix}a&\sqrt5a\\\sqrt5a&-3a\end{pmatrix},\qquad\lambda^2+2a\lambda-8a^2=0,\qquad\lambda=2a,\,-4a.$$

The pair $(-\tfrac52,\tfrac32)$ repeats it, and $M=\pm\tfrac12$ each give $2a$. So there are four states at $2a$ and two at $-4a$: a quartet, named $\Gamma_8$, and a doublet, named $\Gamma_7$. The centre stays put, since $4(2a)+2(-4a)=0$.

Q: The pattern is empty if $a=0$. You need its value in the actual 2P5/2 state, which must also have an $f$ part.

A: Yes. Odd parity and $F=5/2$ allow $L=1$ and $L=3$. In momentum space $W$ multiplies by $p^2w(\hat p)$, with $w$ a $4\times4$ matrix, so I need three angular numbers $A_{LL'}=\langle L|w|L'\rangle$ in the states with $M=5/2$. Then, with $W$ now including its factor $\delta$,

$$a=\delta\,(A_{11}K_{11}+2A_{13}K_{13}+A_{33}K_{33}).$$

Q: The $L=3$ spinor has three components. Can its integrals be done without a table of coupling coefficients?

A: They can, by using the algebra of the spin matrices. Order the spin states as $\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ and write $4\times4$ matrices as products of two sets of Pauli matrices $\tau$ and $\sigma$, with $\tau$ the outer one. Direct use of $J_\pm$ gives

$$J_z^2-\tfrac54=\tau_z\sigma_z,\quad\tfrac{J_x^2-J_y^2}{\sqrt3}=\tau_x,\quad\tfrac{J_xJ_y+J_yJ_x}{\sqrt3}=\tau_y,$$

$$\tfrac{J_zJ_x+J_xJ_z}{\sqrt3}=\tau_z\sigma_x,\quad\tfrac{J_yJ_z+J_zJ_y}{\sqrt3}=\tau_z\sigma_y.$$

These five matrices square to one and anticommute pairwise. With $n=\hat p$ and $g_{2,3}=G_{2,3}/p^2$,

$$g_2=-\tfrac12(3n_z^2-1)\tau_z\sigma_z-\tfrac{\sqrt3}2(n_x^2-n_y^2)\tau_x,$$

$$g_3=-\sqrt3\,(n_yn_z\tau_z\sigma_y+n_zn_x\tau_z\sigma_x+n_xn_y\tau_y).$$

Let $s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. Squaring, and using $\sum n_i^4=1-2s$, gives $g_2^2=1-3s$ and $g_3^2=3s$, while $g_2g_3+g_3g_2=0$. Hence

$$Q^2=(g_2+g_3)^2=1,$$

$$Qw+wQ=2\big(-\tfrac35g_2^2+\tfrac25g_3^2\big)=-2k,\qquad k=\tfrac35-3s.$$

Multiplying the last relation by $Q$ from the right gives $QwQ=-2kQ-w$. The value $Q=-1$ is the heavy hole, with kinetic energy $(1-\mu)p^2/2$, and $Q=+1$ the light hole.

Q: How does that produce the $L=3$ elements?

A: The $L=1$ state with $M=5/2$ is $Y_{11}$ times spin $\tfrac32$. With $c=\cos\theta$ its weight is $\tfrac34(1-c^2)\,dc$, and $\langle c^2\rangle=\tfrac34(\tfrac23-\tfrac25)=\tfrac15$. The spin-$\tfrac32$ diagonal elements are $Q\to-\tfrac12(3c^2-1)$ and $w\to\tfrac3{10}(3c^2-1)$, so

$$\langle1|Q|1\rangle=\tfrac15,\qquad A_{11}=\tfrac3{10}\cdot\big(-\tfrac25\big)=-\tfrac3{25}.$$

Because $Q$ is a scalar of even parity, $Q|1\rangle=\tfrac15|1\rangle+q|3\rangle$. From $Q^2=1$, $q^2=24/25$; I fix the phase of $|3\rangle$ by $q=-2\sqrt6/5$. The same condition gives $\langle3|Q|3\rangle=-\tfrac15$.

Next, $k$ averaged over azimuth. The average of $s$ is $\tfrac18(1-c^2)^2+c^2(1-c^2)$, which makes $k\to\tfrac35P_4(c)$. The weight $1-c^2$ contains no $P_4$, so $\langle1|k|1\rangle=0$. The expectation value of $Qw+wQ$ then reads

$$2\big(\tfrac15A_{11}+qA_{13}\big)=0,\qquad A_{13}=-\frac{A_{11}}{5q}=-\frac{\sqrt6}{100}.$$

For the last element I need $\langle kQ\rangle$. Here $Q\to-P_2$, and the $P_4$ part of $(1-c^2)P_2$ comes from $-\tfrac32c^4$, which contains $-\tfrac32\cdot\tfrac8{35}P_4=-\tfrac{12}{35}P_4$. With $\int_{-1}^1P_4^2\,dc=\tfrac29$,

$$\langle kQ\rangle=-\tfrac34\cdot\tfrac35\cdot\big(-\tfrac{12}{35}\big)\cdot\tfrac29=\tfrac6{175}.$$

Therefore $\langle QwQ\rangle=-\tfrac{12}{175}+\tfrac3{25}=\tfrac9{175}$. Expanding $Q|1\rangle$ on both sides of $w$ gives

$$\tfrac1{25}A_{11}+\tfrac25qA_{13}+q^2A_{33}=-\tfrac3{625}+\tfrac6{625}+\tfrac{24}{25}A_{33}=\tfrac9{175},$$

so $A_{33}=\tfrac{17}{350}$. The result is

$$a=\delta\Big[-\frac3{25}K_{11}-\frac{\sqrt6}{50}K_{13}+\frac{17}{350}K_{33}\Big],\qquad E(\Gamma_7)-E(\Gamma_8)=-6a.$$

Q: The terms have different signs. Is there a limit in which I can see that they do not cancel?

A: Take $\delta\ll\mu\ll1$. The small $\mu$ separates 2P5/2 from the other $n=2$ levels, but its radial function is still that of hydrogen's $2p$ state. The energy is $-1/8$, so the virial theorem gives $K_{11}=\langle p^2\rangle=1/4$, while $K_{13}$ and $K_{33}$ vanish with $\mu$. Then $a=-0.03\,\delta$ and the splitting is $0.18\,\delta E^*$. For $\gamma_3>\gamma_2$ the quartet is the deeper level. At larger $\mu$ one must compute the radial functions.

Q: Do so for a real host.

A: For germanium I use rough typical values $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\varepsilon=15.4$. Then $\bar\gamma=(8.4+17.1)/5=5.1$, $\mu=0.761$, $\delta=1.5/13.4=0.112$, $E^*=8.563$ meV and $a^*=10.92$ nm.

I solved the spherical two-channel problems variationally, with ten Gaussians $r^Le^{-\alpha r^2}$ per channel and $\alpha$ from $0.006\,a^{*-2}$ upward in ratio 2.6. The 1S3/2 level lies at $-1.109\,E^*$, a binding energy of 9.50 meV, with 27% weight in $L=2$. The 2P5/2 level lies at $-0.2802\,E^*$, or 2.40 meV, with 43% in $L=3$. Its integrals, in $a^{*-2}$, are $K_{11}=1.095$, $K_{13}=1.063$, $K_{33}=1.042$. Hence

$$a/\delta=-0.1314-0.0521+0.0506=-0.1329\,E^*.$$

The last two terms nearly cancel here, so the $p$–$p$ term alone is close to the total. To first order the quartet moves by $2a=-0.255$ meV and the doublet by $-4a=+0.510$ meV, a splitting of 0.764 meV.

Q: Those numbers rest on your angular algebra. What if you diagonalize the cubic Hamiltonian itself?

A: I did, in its Cartesian form, with the same Gaussians and all harmonics with $L=1,3,5$ for odd parity and $L=0,2,4$ for even. Changing $\delta$ by $\pm0.004$ about zero at fixed $\mu$ gives slopes $-0.2658\,E^*$ for the quartet and $+0.5316\,E^*$ for the doublet; the formula gives $-0.2658$ and $+0.5315$. For the ground level the difference quotient is $5\times10^{-5}E^*$. At fixed $\gamma_2$ it is $-4.51\,E^*$ per unit of $\gamma_3/\gamma_1$, in agreement with $-1.2K_{02}$ for $K_{02}=3.755\,a^{*-2}$. This slope is sensitive to the radial basis: exponential functions, which have the cusp at the centre, give $-4.57\,E^*$.

At the actual $\delta$ the binding energies in this basis are 2.78 meV for the quartet and 2.06 meV for the doublet. The splitting is 0.72 meV, so the first-order value is about 6% too large relative to it. Both levels lie deeper than at first order, by 0.12 and 0.17 meV in this basis: the centre moves once second order counts. Harmonics with $L=7$ bind each level by a further 0.03 meV, so the second decimals are not converged. With $L$ up to 11 and exponential radial functions the binding energies settle at 2.82 and 2.08 meV. The splitting is then 0.73 meV, and the first-order value is about 4% too large.

Q: And the ground level, which you said was unshifted?

A: With $L$ up to 4 it moves down by 0.50 meV, to a binding energy of 10.0 meV. That is as large as the first-order shift of the doublet, so "unshifted at first order" must not be read as "unaffected". For small $\delta$ the shift in this basis is $-4.66\,\delta^2E^*$, which gives $-0.50$ meV here as well. Nearly half of it, 0.24 meV, appears only when $L=4$ is included. Adding $L=6$ and $L=8$ lowers the level by a further 0.10 meV, so neither the shift nor its coefficient is converged at $L=4$. The Gaussian set adds an error of about 0.03 meV, judged against eighteen Gaussians per channel in the spherical problem. Converged in both respects, the coefficient is about $-5.6\,E^*$, the shift is 0.61 meV and the binding energy is 10.14 meV.

Q: How does this stand beside actual germanium, where acceptors are neither isolated nor point charges?

A: Shallow acceptors in germanium bind a hole by roughly 11 meV, somewhat more than the model's 10 meV. The model omits the chemical core. As a scale, an attractive well of 1 eV over one atomic volume, with a lattice constant of 0.566 nm, deepens the ground level by less than 0.1 meV at first order; the real core strength is not determined here. The 2P5/2 function vanishes at the centre, so it is far less exposed. The model also omits coupling to the split-off band. With a split-off energy $E_{\rm so}$ of roughly 290 meV and $E$ the binding energy, a crude second-order scale for that coupling, $E^2/E_{\rm so}$, is 0.3 meV for the ground level and 0.02 meV for 2P5/2. This is only an order of magnitude: the six-band Hamiltonian with the same parameters deepens the ground level by 0.5 meV, the quartet by 0.025 meV and the doublet by 0.003 meV.

Real samples also contain other impurities. At $10^{14}$ cm$^{-3}$ the typical neighbour distance is 134 nm, against an rms radius of 29 nm for the spherical 2P5/2 level. At $10^{12}$ cm$^{-3}$ of ionized impurities, the field of one ion at the typical distance of 620 nm, times that radius, is 0.007 meV, or 1% of the splitting. This estimate grows as density to the power $2/3$, so at $10^{15}$ cm$^{-3}$ it reaches 0.7 meV, the splitting itself. In this model a uniform field has no elements within a level of definite parity, so the estimate is a scale for mixing with levels of opposite parity, not a shift. In this model an even-parity quartet lies only about 0.03 meV from the doublet, far closer than the odd quartet, so mixing can become strong well before the estimate reaches the splitting. Once it is that large, the isolated-acceptor picture is no longer safe. At 4.2 K the thermal energy is 0.36 meV, half the splitting. If holes excited to 2P5/2 came to equilibrium between its two components only, the doublet would hold $2e^{-2}/(4+2e^{-2})$, or about 6% of them. In full equilibrium nearly all bound holes would sit in the ground level, some 7 meV deeper.

Q: Which change would break the ground-state result at once?

A: Uniaxial strain. It adds a rank-2 term, which has elements within $F=3/2$ and can split the quartet at first order. Silicon challenges a different assumption: its split-off energy, roughly 44 meV, is comparable with the binding energy of its shallow acceptors, so the four-band Hamiltonian is itself in doubt there.
